# Multiphonon Lineshape of a Trapped Hole by Fourier Transform: test program

```python
"""Multiphonon emission lineshape of a trapped hole.

Result under test: with W = (zero-phonon energy) - (photon energy),
  F(W) = 1/(2 pi hbar) * integral dt exp(i W t/hbar) g(t),
  g(t) = exp(sum_k S_k[(n_k+1)(exp(-i w_k t)-1) + n_k(exp(i w_k t)-1)]).
S_k: Huang-Rhys factor, w_k: angular frequency, n_k: Bose occupation.
One mode at T=0 gives lines at W=n*hbar*w with Poisson weights of mean S.
Independent road: both oscillators are diagonalized on a coordinate grid.
Energies are in eV, times in fs, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gammaln

HBAR = const.hbar / const.e * 1e15
KB = const.k / const.e
N_TIME = 8192
D_ENERGY = 0.001
D_TIME = 2 * np.pi * HBAR / (N_TIME * D_ENERGY)
INDEX = np.fft.fftfreq(N_TIME) * N_TIME
TIMES = INDEX * D_TIME
W_GRID = np.fft.fftshift(INDEX * D_ENERGY)
GAUSS_FWHM = 2 * np.sqrt(2 * np.log(2))


def generating_function(t, modes, temperature):
    exponent = np.zeros(len(t), dtype=complex)
    for s, hw in modes:
        n = 0.0 if temperature == 0 else 1 / np.expm1(hw / (KB * temperature))
        phase = hw * t / HBAR
        exponent += s * ((n + 1) * (np.exp(-1j * phase) - 1)
                         + n * (np.exp(1j * phase) - 1))
    return np.exp(exponent)


def spectrum(modes, temperature, sigma, t_cut=None):
    g = generating_function(TIMES, modes, temperature)
    g = g * np.exp(-0.5 * (sigma * TIMES / HBAR) ** 2)
    if t_cut is not None:
        g = np.where(np.abs(TIMES) < t_cut, g, 0)
    return np.fft.fftshift(np.fft.ifft(g).real) / D_ENERGY


def grid_lines(s, hw, temperature, ratio=1.0, cubic=0.0):
    """Line energies and weights from numerical eigenstates.

    ratio: trapped-state frequency / final-state frequency.
    cubic: final potential is q^2/2*(1+cubic*q), q dimensionless.
    """
    step = 0.15
    q = np.arange(-17.0, 20.0, step)
    diff = np.arange(len(q))[:, None] - np.arange(len(q))[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * np.where(diff % 2 == 0, 1, -1) / (2 * step**2)
    shift = np.sqrt(2 * s)
    e_fin, v_fin = np.linalg.eigh(
        kinetic + np.diag(q**2 / 2 * (1 + cubic * q)))
    e_ini, v_ini = np.linalg.eigh(
        kinetic + np.diag(ratio**2 * (q - shift)**2 / 2))
    e_fin = hw * (e_fin - e_fin[0])
    e_ini = hw * (e_ini - e_ini[0])
    if temperature == 0:
        population = np.zeros(len(q))
        population[0] = 1
    else:
        population = np.exp(-e_ini / (KB * temperature))
        population /= population.sum()
    weights = (v_fin.T @ v_ini)**2 * population[None, :]
    return e_fin[:, None] - e_ini[None, :], weights


def poisson(s, n):
    return np.exp(-s + n * np.log(s) - gammaln(n + 1))


def period_weights(s, m):
    """Peak weights from m samples in one vibrational period at T=0."""
    hw = 0.05
    t = np.arange(m) * 2 * np.pi * HBAR / (hw * m)
    return np.fft.ifft(generating_function(t, [(s, hw)], 0)).real


def gaussian_sum(points, energies, weights, sigma):
    return np.array([np.sum(weights * np.exp(-0.5 * ((p - energies) / sigma)**2))
                     for p in points]) / (sigma * np.sqrt(2 * np.pi))


def peak_position(x, y):
    k = int(np.argmax(y))
    a, b, c = y[k - 1], y[k], y[k + 1]
    return x[k] + 0.5 * (a - c) / (a - 2 * b + c) * (x[1] - x[0])


def fwhm(x, y):
    half = y.max() / 2
    above = np.where(y > half)[0]
    i, j = above[0], above[-1]
    left = x[i-1] + (half - y[i-1]) / (y[i] - y[i-1]) * (x[i] - x[i-1])
    right = x[j] + (half - y[j]) / (y[j+1] - y[j]) * (x[j+1] - x[j])
    return right - left


def line_moments(energies, weights):
    mean = np.sum(energies * weights)
    return mean, np.sqrt(np.sum((energies - mean)**2 * weights))


# Rough parameters in the regime of self-trapped holes in gallium oxide.
S, HW, E_ZPL, TEMP = 18.0, 0.050, 4.30, 300.0
SIG_SHARP, SIG_SMOOTH = 0.004, 0.040
one_mode = [(S, HW)]
relaxation = S * HW

# Poisson weights against numerical overlaps, for weak to strong coupling.
numbers = np.arange(50)
for s_test in (0.7, 3.0, S):
    overlap_weights = grid_lines(s_test, HW, 0)[1][:50, 0]
    assert np.allclose(overlap_weights, poisson(s_test, numbers), atol=1e-10)
    assert np.allclose(period_weights(s_test, 64)[:50], overlap_weights,
                       atol=1e-10)
w_cold, p_cold = grid_lines(S, HW, 0)
overlap_weights = p_cold[:, 0]
cold_mean, cold_std = line_moments(w_cold, p_cold)
assert abs(cold_mean / HW - S) < 1e-7
assert abs((cold_std / HW)**2 - S) < 1e-6

# Too few samples fold distant peaks onto one another.
folded = period_weights(S, 24)
direct_fold = sum(overlap_weights[24 * k:24 * (k + 1)] for k in range(4))
assert np.allclose(folded, direct_fold, atol=1e-10)
assert folded[0] > 1e5 * overlap_weights[0]

# Thermal generating function from the numerical eigenstates.
w_hot, p_hot = grid_lines(S, HW, TEMP)
t_test = np.array([0.7, 2.3, 5.0, 41.0, 80.0, 84.0, 167.0])
g_direct = np.array([np.sum(p_hot * np.exp(-1j * w_hot * t / HBAR))
                     for t in t_test])
assert np.allclose(g_direct, generating_function(t_test, one_mode, TEMP),
                   atol=1e-8)

# FFT spectrum against an explicit thermal sum over transitions.
sharp_hot = spectrum(one_mode, TEMP, SIG_SHARP)
selected = np.where((W_GRID > -0.3) & (W_GRID < 2.2))[0][::23]
keep = p_hot > 1e-14
direct = gaussian_sum(W_GRID[selected], w_hot[keep], p_hot[keep], SIG_SHARP)
assert np.allclose(sharp_hot[selected], direct, atol=1e-6)

# Areas under resolved zero-temperature peaks.
sharp_cold = spectrum(one_mode, 0, SIG_SHARP)
areas = np.array([sharp_cold[np.abs(W_GRID - n * HW) < HW / 2].sum()
                  for n in numbers]) * D_ENERGY
assert np.allclose(areas, overlap_weights[:50], atol=1e-8)

# Two modes with the same total relaxation and mean phonon energy.
two_modes = [(relaxation / 2 / 0.03, 0.03), (relaxation / 2 / 0.07, 0.07)]
smooth_two = spectrum(two_modes, TEMP, SIG_SMOOTH)
pieces = []
for s_mode, hw_mode in two_modes:
    energies, weights = grid_lines(s_mode, hw_mode, TEMP)
    keep = weights > 1e-10
    pieces.append((energies[keep], weights[keep]))
pair_energy = np.add.outer(pieces[0][0], pieces[1][0]).ravel()
pair_weight = np.multiply.outer(pieces[0][1], pieces[1][1]).ravel()
selected = np.where((W_GRID > 0.1) & (W_GRID < 1.9))[0][::200]
direct = gaussian_sum(W_GRID[selected], pair_energy, pair_weight, SIG_SMOOTH)
# Discarded transitions have a total weight below about one part per million.
assert np.allclose(smooth_two[selected], direct, atol=2e-5)

# Cumulants measured on the transformed spectra.
smooth_cold = spectrum(one_mode, 0, SIG_SMOOTH)
smooth_hot = spectrum(one_mode, TEMP, SIG_SMOOTH)
for modes, temp, shape in ((one_mode, 0, smooth_cold),
                           (one_mode, TEMP, smooth_hot),
                           (two_modes, TEMP, smooth_two)):
    mean = np.sum(W_GRID * shape) * D_ENERGY
    variance = np.sum((W_GRID - mean)**2 * shape) * D_ENERGY
    third = np.sum((W_GRID - mean)**3 * shape) * D_ENERGY
    thermal = [1.0 if temp == 0 else 1 / np.tanh(hw / (2 * KB * temp))
               for _, hw in modes]
    expected = SIG_SMOOTH**2 + sum(
        s * hw**2 * c for (s, hw), c in zip(modes, thermal))
    assert abs(np.sum(shape) * D_ENERGY - 1) < 1e-10
    assert abs(mean - sum(s * hw for s, hw in modes)) < 1e-7
    assert abs(variance - expected) < 1e-7
    assert abs(third - sum(s * hw**3 for s, hw in modes)) < 1e-7

# Removing revivals of g removes the comb; their damping sets the ripple.
sig_test = 0.020
full = spectrum(one_mode, 0, sig_test)
central = spectrum(one_mode, 0, sig_test, t_cut=np.pi * HBAR / HW)
ripple_seen = np.max(np.abs(full - central)) / central.max()
ripple_rule = 2 * np.exp(-2 * np.pi**2 * sig_test**2 / HW**2)
# The rule neglects the change of damping across one revival.
assert abs(ripple_seen / ripple_rule - 1) < 0.10

# Observable widths, peak energies and neglected effects.
peak_cold = E_ZPL - peak_position(W_GRID, smooth_cold)
peak_hot = E_ZPL - peak_position(W_GRID, smooth_hot)
width_cold, width_hot = fwhm(W_GRID, smooth_cold), fwhm(W_GRID, smooth_hot)
hot_mean, hot_std = line_moments(w_hot, p_hot)
total_std = np.hypot(hot_std, SIG_SMOOTH)
photon_shape = smooth_hot * (E_ZPL - W_GRID)**3
peak_photon = E_ZPL - peak_position(W_GRID, photon_shape)
photon_shift = peak_photon - peak_hot
# The estimate treats the slightly skewed line as a Gaussian.
assert abs(photon_shift / (3 * total_std**2 / peak_hot) - 1) < 0.15
disorder = 0.100
width_disorder = fwhm(W_GRID, spectrum(
    one_mode, TEMP, np.hypot(SIG_SMOOTH, disorder)))
soft_ratio = 0.90
soft_mean, soft_std = line_moments(*grid_lines(S, HW, TEMP, ratio=soft_ratio))
cubic_fraction = 0.10
cubic_mean, cubic_std = line_moments(*grid_lines(
    S, HW, TEMP, cubic=cubic_fraction / np.sqrt(2 * S)))
profile_change = np.max(np.abs(smooth_two - smooth_hot)) / smooth_hot.max()
moments = [quad(lambda x, k=k: x**(k + 0.5) * np.exp(-x), 0, np.inf)[0]
           for k in range(3)]
electron_mean = KB * TEMP * moments[1] / moments[0]
electron_std = KB * TEMP * np.sqrt(
    moments[2] / moments[0] - (moments[1] / moments[0])**2)
assert abs(electron_mean - 1.5 * KB * TEMP) < 1e-7
assert abs(electron_std - np.sqrt(1.5) * KB * TEMP) < 1e-7
hop_barrier = 0.30
hop_rate = HW * const.e / const.h * np.exp(-hop_barrier / (KB * TEMP))
hop_width = const.hbar * hop_rate / const.e
omega_si = HW * const.e / const.hbar
delta_q = np.sqrt(2 * S * const.hbar / omega_si)
delta_q /= np.sqrt(const.atomic_mass) * const.angstrom
nm_ev = const.h * const.c / const.e * 1e9
occupation = 1 / np.expm1(HW / (KB * TEMP))
damping_end = np.exp(-0.5 * (SIG_SHARP * np.abs(TIMES).max() / HBAR)**2)

print(f"input: S = {S:.1f}, phonon energy = {HW*1000:.1f} meV")
print(f"input: zero-phonon energy = {E_ZPL:.2f} eV, T = {TEMP:.0f} K")
print(f"input: sharp, smooth sigma = {SIG_SHARP*1000:.0f}, "
      f"{SIG_SMOOTH*1000:.0f} meV")
print(f"relaxation energy = {relaxation:.3f} eV")
print(f"mass-weighted displacement = {delta_q:.3f} amu^(1/2) angstrom")
print(f"vibrational period = {2*np.pi*HBAR/HW:.2f} fs")
print(f"thermal occupation = {occupation:.4f}")
print(f"time samples = {N_TIME}, time step = {D_TIME:.4f} fs")
print(f"energy step = {D_ENERGY*1000:.1f} meV, "
      f"energy period = {N_TIME*D_ENERGY:.3f} eV")
print(f"last |time| = {np.abs(TIMES).max():.1f} fs, "
      f"sharp damping there = {damping_end:.2e}")
print("T=0: n, photon energy (eV), FFT peak area, Poisson weight")
for n in (0, 5, 10, 14, 17, 18, 22, 26, 30):
    print(f"{n:2d}  {E_ZPL-n*HW:.3f}  {areas[n]:.6e}  {poisson(S,n):.6e}")
print(f"largest area-Poisson difference, n<50 = "
      f"{np.max(np.abs(areas-poisson(S,numbers))):.2e}")
print(f"T=0 overlap mean, variance of n = {cold_mean/HW:.6f}, "
      f"{(cold_std/HW)**2:.6f}")
print(f"n=0 weight with only 24 samples per period = {folded[0]:.5f}")
print(f"300 K variance/mean of W/(phonon energy) = "
      f"{hot_std**2/(HW*hot_mean):.4f}")
print(f"ripple at sigma 20 meV: seen {ripple_seen:.4f}, rule {ripple_rule:.4f}")
print(f"ripple rule at smooth sigma = "
      f"{2*np.exp(-2*np.pi**2*SIG_SMOOTH**2/HW**2):.2e}")
print(f"smooth lineshape peak: 0 K {peak_cold:.4f} eV, "
      f"300 K {peak_hot:.4f} eV")
print(f"smooth lineshape FWHM: 0 K {width_cold:.4f} eV, "
      f"300 K {width_hot:.4f} eV")
print(f"300 K Gaussian FWHM estimate = {GAUSS_FWHM*total_std:.4f} eV")
print(f"300 K lineshape peak wavelength = {nm_ev/peak_hot:.1f} nm")
print(f"E^3 factor: peak = {peak_photon:.4f} eV, "
      f"shift = {photon_shift*1000:.1f} meV")
print(f"peak wavelength with E^3 factor = {nm_ev/peak_photon:.1f} nm")
print(f"site disorder sigma {disorder*1000:.0f} meV: "
      f"FWHM = {width_disorder:.4f} eV")
print(f"unbroadened 300 K: mean W = {hot_mean:.4f} eV, std = {hot_std:.4f} eV")
print(f"trapped/final frequency {soft_ratio:.2f}: mean W = {soft_mean:.4f} eV, "
      f"std = {soft_std:.4f} eV")
print(f"cubic term, {cubic_fraction*100:.0f}% at trap geometry: "
      f"mean W = {cubic_mean:.4f} eV, std = {cubic_std:.4f} eV")
print("two modes: " + ", ".join(
    f"S={s:.3f} at {hw*1000:.0f} meV" for s, hw in two_modes))
print(f"two-mode FWHM = {fwhm(W_GRID,smooth_two):.4f} eV, "
      f"largest change/peak = {profile_change:.4f}")
print(f"band electron: mean energy = {electron_mean*1000:.1f} meV, "
      f"std = {electron_std*1000:.1f} meV")
print(f"hopping barrier {hop_barrier:.2f} eV: rate = {hop_rate:.2e} s^-1, "
      f"hbar*rate = {hop_width:.2e} eV")
print("tests ok")
```

Output:

```
input: S = 18.0, phonon energy = 50.0 meV
input: zero-phonon energy = 4.30 eV, T = 300 K
input: sharp, smooth sigma = 4, 40 meV
relaxation energy = 0.900 eV
mass-weighted displacement = 1.735 amu^(1/2) angstrom
vibrational period = 82.71 fs
thermal occupation = 0.1690
time samples = 8192, time step = 0.5048 fs
energy step = 1.0 meV, energy period = 8.192 eV
last |time| = 2067.8 fs, sharp damping there = 5.12e-35
T=0: n, photon energy (eV), FFT peak area, Poisson weight
 0  4.300  1.522998e-08  1.522998e-08
 5  4.050  2.398174e-04  2.398174e-04
10  3.800  1.498516e-02  1.498516e-02
14  3.600  6.547960e-02  6.547960e-02
17  3.450  9.359732e-02  9.359732e-02
18  3.400  9.359732e-02  9.359732e-02
22  3.200  5.596646e-02  5.596646e-02
26  3.000  1.637440e-02  1.637440e-02
30  2.800  2.613451e-03  2.613451e-03
largest area-Poisson difference, n<50 = 6.19e-11
T=0 overlap mean, variance of n = 18.000000, 18.000000
n=0 weight with only 24 samples per period = 0.03285
300 K variance/mean of W/(phonon energy) = 1.3380
ripple at sigma 20 meV: seen 0.0874, rule 0.0850
ripple rule at smooth sigma = 6.52e-06
smooth lineshape peak: 0 K 3.4243 eV, 300 K 3.4184 eV
smooth lineshape FWHM: 0 K 0.5077 eV, 300 K 0.5832 eV
300 K Gaussian FWHM estimate = 0.5854 eV
300 K lineshape peak wavelength = 362.7 nm
E^3 factor: peak = 3.4705 eV, shift = 52.1 meV
peak wavelength with E^3 factor = 357.3 nm
site disorder sigma 100 meV: FWHM = 0.6290 eV
unbroadened 300 K: mean W = 0.9000 eV, std = 0.2454 eV
trapped/final frequency 0.90: mean W = 0.9013 eV, std = 0.2670 eV
cubic term, 10% at trap geometry: mean W = 0.9950 eV, std = 0.2830 eV
two modes: S=15.000 at 30 meV, S=6.429 at 70 meV
two-mode FWHM = 0.5901 eV, largest change/peak = 0.0131
band electron: mean energy = 38.8 meV, std = 31.7 meV
hopping barrier 0.30 eV: rate = 1.10e+08 s^-1, hbar*rate = 7.26e-08 eV
tests ok
```
